# Thermal breathing of a silica ring and its effective passage barrier

**Q:** An oxygen molecule crossing silica must squeeze through rings of the network. The rings vibrate, and a widened ring is easier to pass. A widened ring is also rare. Why should the vibration help at all, and how would you define the help?

**A:** Let $q$ be the change of the ring's mean radius from its rest value. I assume a classical harmonic ring and a barrier that falls linearly as the ring opens:

$$U(q)=\tfrac12 kq^2,\qquad E(q)=E_0-fq,\qquad f>0 .$$

Here $E_0$ is the barrier of the resting ring, $k$ the stiffness and $f$ the slope. With $\beta=1/k_BT$, a ring held at $q$ lets molecules through at a rate proportional to $e^{-\beta E(q)}$, provided that it acts on a molecule only during the passage and not in the cage. If the ring comes to thermal equilibrium between passages, the observed rate is proportional to

$$A(\beta)=\langle e^{-\beta E}\rangle=\frac{\int e^{-\beta U(q)}\,e^{-\beta E(q)}\,dq}{\int e^{-\beta U(q)}\,dq}.$$

I define the effective barrier by $A=e^{-\beta E_{\rm eff}}$, so $E_{\rm eff}=-k_BT\ln A$. The integrals run over all $q$, which needs a justification later, because a large enough $q$ makes the linear barrier negative.

**Q:** The ring is as often narrow as wide, so the average barrier is still $E_0$. I see no gain.

**A:** The average barrier is indeed $E_0$, because $\langle q\rangle=0$. But molecules pass at a rate set by the exponential of the barrier, and the exponential is convex: opening by some amount adds more to the rate than closing by the same amount takes from it. The one multiplies the rate by a factor $r>1$ and the other divides it by $r$, and the mean of $r$ and $1/r$ exceeds one. What must be averaged is the rate.

**Q:** Then do the integral, and keep the factors.

**A:** The exponent in the numerator contains $\frac12kq^2-fq$. Adding and subtracting $f^2/2k$ completes the square:

$$\tfrac12kq^2-fq=\tfrac12k\left(q-\frac fk\right)^2-\frac{f^2}{2k}.$$

To confirm it, expand the square: the cross term is $-\frac12k\cdot2qf/k=-fq$, and the constant $+\frac12k(f/k)^2=f^2/2k$ is cancelled by the last term. Therefore

$$A=e^{-\beta E_0}\,e^{\beta f^2/2k}\;\frac{\int e^{-\beta k(q-f/k)^2/2}\,dq}{\int e^{-\beta kq^2/2}\,dq}.$$

Shifting a Gaussian does not change its area. Both integrals equal $\sqrt{2\pi/\beta k}$, and their ratio is one. Hence

$$A=e^{-\beta(E_0-\Delta)},\qquad E_{\rm eff}=E_0-\Delta,\qquad \Delta=\frac{f^2}{2k}.$$

Within this model the lowering $\Delta$ contains no temperature.

**Q:** That looks wrong. A hot ring swings further, so heating should lower the barrier more.

**A:** Two effects compete. The variance of $q$ is $\sigma^2=k_BT/k$, which grows with $T$. For a Gaussian variable of zero mean,

$$\langle e^{\beta fq}\rangle=e^{\beta^2f^2\sigma^2/2}.$$

The energy shift is the exponent divided by $\beta$, namely $\beta f^2\sigma^2/2$. It is proportional to the variance times $\beta$: heating widens the swings, but it also makes the rate less sensitive to a given change of barrier. Since $\beta\sigma^2=1/k$, the two cancel.

**Q:** An experimenter measures a slope in an Arrhenius plot, not your $-k_BT\ln A$. Do they agree?

**A:** Here they do. Since $\ln A=-\beta(E_0-\Delta)$ with $\Delta$ constant,

$$-\frac{d\ln A}{d\beta}=E_0-\Delta .$$

The intercept, $\ln A$ at $\beta\to0$, stays at zero, so the breathing changes the slope and leaves the prefactor alone. This concerns the factor $A$; any temperature dependence of the attempt frequency or of the oxidant's solubility comes on top.

**Q:** Which rings do the molecules pass, then? The most probable ring has $q=0$ and the full barrier.

**A:** Weight each configuration by its rate. The distribution of $q$ at passage is proportional to $e^{-\beta(kq^2/2-fq)}$, which by the completed square is a Gaussian centred at

$$q^*=\frac fk,$$

with the old width $\sigma$. The mean barrier met there is $E_0-fq^*=E_0-f^2/k=E_0-2\Delta$. The barrier has dropped by $2\Delta$, and opening the ring to $q^*$ costs the elastic energy $\frac12k(f/k)^2=\Delta$. The sum is $E_0-\Delta$.

The Arrhenius slope has the same content. Differentiating the logarithms of the two integrals in $A$ gives

$$-\frac{d\ln A}{d\beta}=\langle U+E\rangle_{\rm pass}-\langle U\rangle .$$

The elastic terms are $\langle U\rangle_{\rm pass}=\frac12k(\sigma^2+q^{*2})=\frac12k_BT+\Delta$ and $\langle U\rangle=\frac12k_BT$. The thermal parts cancel, leaving $\Delta+(E_0-2\Delta)$. The effective barrier is thus the energy of the saddle with the ring relaxed around the molecule.

**Q:** Give me numbers for a real situation.

**A:** Take molecular oxygen passing a six-membered ring during dry oxidation of silicon at 1273 K, where $k_BT=0.1097$ eV. I choose round model parameters: $E_0=1.3$ eV, $f=20$ eV/nm and $k=2000$ eV/nm². Then

$$\Delta=\frac{20^2}{2\times2000}\ {\rm eV}=0.100\ {\rm eV}\quad(9.65\ {\rm kJ/mol}),$$

and $E_{\rm eff}=1.200$ eV. The thermal width is $\sigma=\sqrt{0.1097/2000}\ {\rm nm}=0.0074$ nm. Passages centre on $q^*=20/2000=0.010$ nm, where the barrier is 1.1 eV and the elastic cost 0.1 eV. The useful opening is only 1.35 thermal widths, so such rings are not rare.

Compared with a rigid ring of the same $E_0$, the rate rises by $e^{\Delta/k_BT}$. This factor is 2.95 at 1073 K, 2.49 at 1273 K and 2.20 at 1473 K. The energy shift is constant; its effect on the rate fades on heating.

**Q:** You wrote down a rate for a frozen $q$ and averaged it. A molecule moves while the ring moves. Is that a theory of hopping?

**A:** Not by itself, but classical transition-state theory on a surface with both coordinates gives the same exponential factor, apart from a small correction from the cage. Let $x$ be the molecule's position, with a ring at $x=0$ and cage centres at $x=\pm L/2$:

$$V(x,q)=(E_0-fq)\,c(x)+\tfrac12kq^2,\qquad c(x)=\cos^2\frac{\pi x}{L}.$$

At the ring $c=1$, and at a cage centre $c=0$, so a molecule resting there does not strain the ring. The one-way equilibrium flux through $x=0$ is the density there times the velocity integral $\int_0^\infty vP(v)\,dv=\sqrt{k_BT/2\pi m}$, where $m$ is the molecule's mass:

$$w=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{\int e^{-\beta V(0,q)}dq}{\int_0^Ldx\int e^{-\beta V(x,q)}dq}.$$

For fixed $x$ the $q$ integral is the earlier one with $f$ replaced by $fc$. It gives $\sqrt{2\pi/\beta k}\,e^{-\beta(E_0c-\Delta c^2)}$, so

$$w=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-\beta(E_0-\Delta)}}{\int_0^Le^{-\beta(E_0c-\Delta c^2)}dx}.$$

**Q:** The denominator contains $\Delta$ too. Your cancellation is no longer perfect.

**A:** Correct. A molecule vibrating about the cage centre feels the ring slightly, which stabilises the starting state. To leading order this reduces the lowering by $\Delta\langle c^2\rangle$, averaged over the well. Near the centre $c$ is quadratic in the displacement, so $E_0c$ is a harmonic energy with mean $k_BT/2$. The fourth moment of a Gaussian is three times its squared variance, so $\langle c^2\rangle=3(k_BT/2E_0)^2$. The correction therefore grows as $T^2$ at leading order. For $L=0.5$ nm, numerical integration of the flux formula gives a lowering of 0.0994 eV at 1273 K instead of 0.1000 eV. The rule "no temperature dependence" belongs to a coupling that vanishes in the cage; here the defect is 0.6% of $\Delta$.

**Q:** Transition-state theory also counts molecules that cross and turn straight back.

**A:** In this potential they do not turn back before reaching the next cage centre, provided $fq<E_0$ on the way. The force along $x$ is

$$-\frac{\partial V}{\partial x}=(E_0-fq)\,\frac{\pi}{L}\sin\frac{2\pi x}{L},$$

which is positive for $0<x<L/2$. A molecule moving outward from the ring is pushed further outward. After that I assume that it loses its excess energy in the cage. A molecule that does not may return or run on through the next ring, and the formula does not describe that.

The same integral, with $m=32$ u, gives $w=4.8\times10^7$ s⁻¹ in one direction at 1273 K. With a ring mass of six oxygen atoms, $M=96$ u, the ring frequency $\sqrt{k/M}/2\pi$ is $7.1\times10^{12}$ s⁻¹. There are about $1.5\times10^5$ ring periods per $1/w$. The model contains no damping time, but this leaves ample room for the ring to equilibrate between hops.

**Q:** Now the negative barriers. You integrated over all $q$, yet beyond $q_0=E_0/f$ the linear law says that the molecule faces less than no barrier.

**A:** Replace the law by $\max(E_0-fq,0)$ and split the integral at $q_0$. Below $q_0$ the completed square still applies, but the shifted Gaussian is cut off. Above $q_0$ the rate factor is one, and what remains is the tail of the resting distribution:

$$A=\tfrac12e^{-\beta(E_0-\Delta)}\,{\rm erfc}\!\left(\frac{q^*-q_0}{\sqrt2\,\sigma}\right)+\tfrac12\,{\rm erfc}\!\left(\frac{q_0}{\sqrt2\,\sigma}\right).$$

When $q_0-q^*\gg\sigma$, the first complementary error function tends to 2 and the old result returns. The second term is then negligible as well. Using $fq_0=E_0$,

$$\tfrac12kq_0^2-(E_0-\Delta)=\tfrac12k(q_0-q^*)^2,$$

so relative to the first term it carries the small factor $e^{-(q_0-q^*)^2/2\sigma^2}$. In the example $q_0=0.065$ nm lies 7.4 thermal widths beyond $q^*$, and the linear law places a share of about $6\times10^{-14}$ of its passages beyond $q_0$.

The condition has two parts. First, $q^*<q_0$, or $f^2/k<E_0$; this means $\Delta<E_0/2$, so the formula cannot remove more than half the resting barrier. Second, the margin must be several $\sigma$. As $\sigma$ grows with $T$, the lowering is independent of temperature only as long as that margin survives.

**Q:** What happens for a softer ring or a steeper slope, with $f^2/k>E_0$?

**A:** Then $q^*$ lies in the forbidden region. The total energy $U+E$ falls with $q$ up to $q_0$, where its slope $kq-f$ is negative, and rises beyond, where only $U$ is left. The cheapest passage opens the ring just until the barrier vanishes:

$$E_{\rm low\,T}=\tfrac12kq_0^2=\frac{kE_0^2}{2f^2}.$$

Keep $E_0$ and $k$ and raise the slope to 60 eV/nm, so that $f^2/k=1.8$ eV. The linear formula would give $1.3-0.9=0.400$ eV, while the correct limit for the clipped barrier is 0.469 eV.

There is now a prefactor too. Around the kink at $q_0$ the energy rises linearly on both sides, so the numerator of $A$ is proportional to $k_BT$. The denominator is proportional to $\sqrt{k_BT}$. Thus $A\propto\sqrt T\,e^{-\beta kq_0^2/2}$ at low temperature, and the Arrhenius slope exceeds the limit by $k_BT/2$. At 50 K this adds 0.002 eV; the slope found by numerical integration is 0.4715 eV.

**Q:** A real barrier would not hit zero at a kink. It would level off gradually. Does that harm your example, where you are far from the kink?

**A:** It does, and more than the kink. Add a curvature term $\frac12gq^2$ to $E(q)$, with $g>0$. The numerator then has stiffness $k+g$ while the denominator keeps $k$:

$$A=\sqrt{\frac{k}{k+g}}\;\exp\!\left[-\beta\left(E_0-\frac{f^2}{2(k+g)}\right)\right].$$

The Arrhenius lowering is smaller but still constant, and a prefactor below one appears because a molecule in the ring restricts its breathing.

To size $g$, take a barrier that decays exponentially with the same height and slope, $E=E_0e^{-fq/E_0}$. Its second derivative at $q=0$ is $g=f^2/E_0=308$ eV/nm². The quadratic formula gives an Arrhenius lowering of 0.087 eV and a prefactor of 0.93. Numerical integration with the full exponential also gives an Arrhenius lowering of 0.087 eV at 1273 K. The lowering of $-k_BT\ln A$, which includes the prefactor, is 0.080 eV. The two definitions of the barrier now differ.

**Q:** The ring itself is hardly harmonic. Opening it may be easier than closing it.

**A:** Let $U=\frac12kq^2(1-aq+\frac7{12}a^2q^2)$, where $a>0$ softens the outward side and the quartic term keeps the energy bounded from below. To first order in $a$, the perturbation $-\frac12kaq^3$ changes the lowering by its average over the resting distribution minus its average over the passage distribution. The first average is zero. The second uses $\langle q^3\rangle_{\rm pass}=q^{*3}+3q^*\sigma^2$. The change is therefore

$$\delta\Delta=\tfrac12ka\left(q^{*3}+3q^*\frac{k_BT}{k}\right)=\frac{af^3}{2k^2}+\frac{3af}{2k}\,k_BT .$$

The first part lowers the barrier further. The second is proportional to $T$, so to this order it acts as a prefactor $e^{3af/2k}$.

For an assumed $a=10$ nm⁻¹ this is $0.010$ eV $+\,0.15\,k_BT$, a total lowering of 0.126 eV at 1273 K. Numerical integration with the full $U$ gives 0.132 eV; the rest is of higher order in $a$. At 300 K it gives 0.117 eV. An asymmetric ring thus breaks the temperature independence of $-k_BT\ln A$.

**Q:** And quantum mechanics? You called the ring classical, but its quantum $\hbar\omega$ need not be small.

**A:** It is 0.0295 eV here, about a quarter of $k_BT$ at 1273 K. There are two simple ways to include it. If the ring equilibrates with the molecule held at the saddle, the rate contains a ratio of partition functions. The term $-fq$ in the Hamiltonian can be removed by the same completed square, because the kinetic energy is unaffected by a shift of $q$. Each level moves down by $\Delta$ with unchanged spacing, and the ratio gives $\Delta$ again, at every temperature.

If instead the molecule meets a snapshot of the free ring, one averages $e^{\beta fq}$ over the quantum distribution of positions. For a thermal oscillator this is a Gaussian. Half the mean energy is potential, so $\frac12k\langle q^2\rangle=\frac14\hbar\omega\coth y$ with $y=\hbar\omega/2k_BT$. Inserting this variance in $\beta f^2\langle q^2\rangle/2$ gives

$$\Delta_{\rm snap}=\Delta\,y\coth y .$$

This tends to $\Delta$ for $y\to0$. It is 0.1006 eV at 1273 K and 0.111 eV at 300 K. Neither recipe is an exact quantum rate. The snapshot takes the ring as frozen during the crossing, which would at least require a molecule that is quick compared with the ring's vibration. Here the molecule is the slower of the two: its quantum at the barrier top, $\hbar\omega_b$ in the next paragraph, is only 0.011 eV. The first recipe is therefore the better guide, and in this model the ring's quantum nature hardly changes the lowering, even at 300 K.

The molecule's own tunnelling is negligible at oxidation temperatures. With the ring at $q^*$, the barrier along $x$ has curvature of magnitude $m\omega_b^2=2\pi^2(E_0-f^2/k)/L^2$. The leading (Wigner) factor $1+(\hbar\omega_b/k_BT)^2/24$ is 1.0004 at 1273 K.

**Q:** Silica is a glass. Its rings differ in size permanently. Can I put that spread into your Gaussian as well?

**A:** Not with the same result. Suppose that the rest radii have a frozen Gaussian spread $s$. If rings offer parallel paths, their rates add, and averaging the rate gives a further lowering $\beta f^2s^2/2$. Now $s$ does not grow with $T$, so the $\beta$ remains:

$$\delta E=\frac{f^2s^2}{2k_BT}.$$

If the rings lie in series between equally deep cages, a steady flux $J$ obeys $J=w_i(n_i-n_{i+1})$, with $n_i$ the occupation of cage $i$. Dividing by $w_i$ and summing gives $J\sum_i1/w_i=n_{\rm first}-n_{\rm last}$. What is averaged is $1/w$, hence $e^{+\beta E}$, and the same Gaussian integral now raises the effective barrier by $\delta E$. Narrow rings cannot be avoided in a chain.

For an assumed $s=0.005$ nm at 1273 K, $\delta E=(20\times0.005)^2/(2\times0.1097)\ {\rm eV}=0.046$ eV. The effective barrier becomes 1.154 eV in parallel and 1.246 eV in series. Because $\delta E$ varies as $1/T$, the Arrhenius slope shifts by twice as much, 0.091 eV down or up. A three-dimensional network contains both arrangements, and this calculation does not decide between them.

**Q:** So how far should I trust 1.2 eV for an actual oxide?

**A:** As an illustration. The activation energy for oxygen transport in dry thermal oxidation is roughly 1.2 eV, and I chose the parameters to land in that region, so the agreement predicts nothing. The values of $f$, $k$, $a$ and $s$ are assumptions, not measurements. Among the neglected effects sized at 1273 K, the frozen spread is the largest if the rings lie purely in parallel or purely in series: it then moves the effective barrier $-k_BT\ln A$ by 0.046 eV down or up. In a network that contains both arrangements the two tendencies oppose each other, and the shift lies between these two limits. Ring asymmetry adds 0.032 eV to the lowering, and barrier curvature removes 0.020 eV. Each was computed alone, with the other parameters held fixed. A measured activation energy is an Arrhenius slope, however, and there the same three effects count 0.091 eV (again for purely parallel or purely series rings), 0.012 eV and 0.013 eV. Against 1.2 eV these are changes of 1 to 8 per cent; against the 0.1 eV lowering they range from about a tenth to nine tenths. The curvature correction is this small only because the assumed barrier is soft: its decay length $E_0/f=0.065$ nm is long, whereas short-range repulsion between the molecule and the ring oxygens decays over about 0.02 to 0.03 nm. With $f=50$ eV/nm and the same $E_0$ and $k$, the curvature $g=f^2/E_0\approx1900$ eV/nm² is as large as $k$, $f^2/k=1.25$ eV nearly reaches $E_0$, and $f^2/2k=0.63$ eV is about twice $f^2/2(k+g)=0.32$ eV. For a real oxide, $f^2/2k$ is therefore an estimate of the gain from breathing only when $f^2/E_0\ll k$; otherwise it overstates the gain. The strict temperature independence of the lowering of $-k_BT\ln A$ belongs to a linear barrier and a harmonic, equilibrated ring that the molecule does not feel while it is in the cage.
